# Does the band gap alone fix the tunnelling decay constant?

**Question**

I am trying to understand leakage through thin gate insulators, starting from the simplest model I could find: a chain with two sites per cell and alternating hoppings. I compared hoppings 1 and 2 with hoppings 4 and 5, in the same energy unit. Both chains have a gap of 2 units. An electron at midgap then faces a barrier of 1 unit in either chain, so I would expect its wave to die off over the same distance in both. Is that right? If not, what sets the decay, and does it matter for a film a few nanometres thick?

**Answer**

It is not right. The barrier height is the same, but the decay also depends on how strongly neighbouring sites are coupled, and the gap does not tell you that. With equal cell lengths, your first chain has a midgap decay constant about three times that of the second.

**The bands and the gap**

Let cell $n$ contain sites with amplitudes $a_n$ and $b_n$. The hopping is $v>0$ inside a cell and $w>0$ between cells, and the cell length is $a$. I assume orthogonal orbitals, nearest-neighbour hopping and equal site energies, taken as $E=0$. The stationary equations are

$$E a_n=v b_n+w b_{n-1},\qquad E b_n=v a_n+w a_{n+1}.$$

Insert $a_n=\alpha e^{ikna}$ and $b_n=\beta e^{ikna}$:

$$E\alpha=(v+we^{-ika})\beta,\qquad E\beta=(v+we^{ika})\alpha.$$

A nonzero solution requires the determinant of this pair to vanish, so

$$E^2=(v+we^{-ika})(v+we^{ika})=v^2+w^2+2vw\cos ka.$$

For real $k$ the smallest $|E|$ occurs at $\cos ka=-1$, where $E^2=(w-v)^2$. The half gap is therefore $\Delta=|w-v|$ and the gap is $2\Delta$. Both of your chains have $\Delta=1$ unit, as you found.

**The wave inside the gap**

For $|E|<\Delta$ the band equation demands $\cos ka<-1$, which no real $k$ can supply. Write $ka=\theta+i\kappa a$ with $\kappa>0$. Then

$$\cos ka=\cos\theta\cosh\kappa a-i\sin\theta\sinh\kappa a.$$

The left side is real, so $\sin\theta=0$; it is negative, so $\theta=\pi$. Thus $\cos ka=-\cosh\kappa a$, and

$$\cosh\kappa a=\frac{v^2+w^2-E^2}{2vw}.$$

Subtract 1 from both sides and use $\cosh\kappa a-1=2\sinh^2(\kappa a/2)$:

$$2\sinh^2\frac{\kappa a}{2}=\frac{(w-v)^2-E^2}{2vw}
\quad\Rightarrow\quad
\sinh\frac{\kappa a}{2}=\frac{\sqrt{\Delta^2-E^2}}{2\sqrt{vw}}.$$

The numerator contains the gap. The denominator contains the product of the hoppings, which can change while their difference stays fixed. The amplitude falls as $e^{-\kappa x}$ and the probability as $e^{-2\kappa x}$. Within the gap, $\kappa$ is largest at $E=0$.

At midgap the site equations give the answer directly, because the two sublattices decouple:

$$b_n=-\frac{w}{v}\,b_{n-1},\qquad a_{n+1}=-\frac{v}{w}\,a_n.$$

The contributions arriving at a site through its two bonds must cancel. If the bonds are very unequal, the amplitudes on either side must be very unequal too, and the wave changes rapidly from cell to cell. If the bonds are nearly equal, it changes slowly. One sublattice solution decays to the right and the other to the left, both at the rate

$$\kappa a=\left|\ln\frac{w}{v}\right|.$$

For your chains this gives $\kappa a=\ln2=0.693$ and $\kappa a=\ln(5/4)=0.223$, a ratio of 3.11.

Two limits show how little the gap fixes by itself. Take $w=v+\Delta$ and hold $\Delta$ and $a$ constant, so that $\kappa a=\ln(1+\Delta/v)$. As $v\to0$, the chain breaks into separate pairs of sites, each pair joined by a bond $w$ across a cell boundary, and $\kappa$ grows without bound. As $v\to\infty$, $\kappa$ tends to zero. At one fixed gap the model can thus produce any positive midgap decay constant.

The converse also holds. Double both hoppings and the gap doubles, but $w/v$ and the midgap $\kappa$ do not change.

**Where the effective mass enters**

The barrier argument uses a height but leaves out the mass. To find it, expand about the band edge with $k=\pi/a+q$. Since $\cos(\pi+qa)=-\cos qa$,

$$E^2=\Delta^2+2vw(1-\cos qa)\approx\Delta^2+vwa^2q^2.$$

For small $q$ the upper band is

$$E\approx\Delta+\frac{vwa^2q^2}{2\Delta}
=\Delta+\frac{\hbar^2q^2}{2m},
\qquad m=\frac{\hbar^2\Delta}{vwa^2}.$$

At equal $\Delta$ and $a$, the masses are in the inverse ratio of the products $vw$. These are 2 and 20 in your units, so the first chain is ten times heavier.

When $\kappa a$ is small, replace $\sinh(\kappa a/2)$ by $\kappa a/2$ and eliminate $vwa^2=\hbar^2\Delta/m$:

$$\kappa\approx\frac{\sqrt{\Delta^2-E^2}}{a\sqrt{vw}}
=\frac1\hbar\sqrt{\frac{m(\Delta^2-E^2)}{\Delta}}.$$

Let $\varepsilon=\Delta-E$ be the depth below the conduction edge. Then $\Delta^2-E^2=\varepsilon(2\Delta-\varepsilon)$, and

$$\kappa\approx\frac{1}{\hbar}\sqrt{2m\varepsilon\left(1-\frac{\varepsilon}{2\Delta}\right)}.$$

Close to the edge, $\varepsilon\ll\Delta$, this is the familiar parabolic-barrier result $\sqrt{2m\varepsilon}/\hbar$. At midgap, $\varepsilon=\Delta$, the bracket is $1/2$ and $\kappa\approx\sqrt{m\Delta}/\hbar$. The parabolic formula with the band-edge mass is then too large by about $\sqrt2$, because it ignores the valence band, to which the decaying state must also connect.

One can keep the parabolic formula at midgap by defining a tunnelling mass $m_{\rm t}=\hbar^2\kappa^2/(2\Delta)$. In this limit it is about $m/2$. A tunnelling mass therefore belongs to an energy and a formula, and need not equal the band-edge mass.

The mass also explains the doubled hoppings: $\Delta$ doubles, $vw$ quadruples and $m$ halves, leaving $m\Delta$ unchanged.

**Does it matter that the gap comes from dimerisation?**

Many oxides owe much of their gap to different site energies. Put $+\delta$ on the $a$ sites and $-\delta$ on the $b$ sites. The left sides of the Bloch equations become $(E-\delta)\alpha$ and $(E+\delta)\beta$, and the determinant gives

$$E^2-\delta^2=v^2+w^2+2vw\cos ka.$$

The earlier steps carry over with $\Delta^2=\delta^2+(w-v)^2$, and the $\sinh$ formula keeps its form. In this model, at fixed $a$, gap and product $vw$, the origin of the gap does not affect $\kappa(E)$. The logarithmic formula, however, applies to $\delta=0$.

**A 3 nm film**

Choose an energy unit of 3 eV and $a=0.25$ nm. Chain A has hoppings 3 and 6 eV; chain B has 12 and 15 eV. Both gaps are 6 eV, and a film of $L=3$ nm has $N=12$ cells. The midgap values are:

| | A | B |
|---|---:|---:|
| $\kappa$ (1/nm) | 2.77 | 0.893 |
| $m/m_e$ | 0.203 | 0.0203 |
| $m_{\rm t}/m_e$ | 0.098 | 0.0101 |
| $e^{-2\kappa L}$ | $6.0\times10^{-8}$ | $4.7\times10^{-3}$ |

For A, $\kappa=0.693/(0.25\ \text{nm})=2.77\ \text{nm}^{-1}$, and the exponential is $(1/2)^{24}$. For B it is $(4/5)^{24}$. A factor of three in $\kappa$ has become a factor of $7.9\times10^4$ in the exponential. B would need to be 9.3 nm thick to match the exponent of A.

A contact need not inject at midgap. At 1.5 eV below the conduction edge, $E=3-1.5=1.5$ eV. For A,

$$\sinh\frac{\kappa a}{2}=\frac{\sqrt{3^2-1.5^2}}{2\sqrt{18}}=0.306,$$

so $\kappa=2.41\ \text{nm}^{-1}$. The same calculation for B gives $0.773\ \text{nm}^{-1}$. The exponentials now differ by $1.9\times10^4$: less than at midgap, but still a large factor.

**What the contacts change**

The exponential is not the whole transmission. Attach a contact to each end site and describe it by an energy-independent self-energy $-i\Gamma/2$. An end site of amplitude $\psi$ emits a wave of amplitude $\sqrt{\Gamma/\hbar}\,\psi$, normalised to flux; an incoming wave of unit flux drives it with source $\sqrt{\hbar\Gamma}$. These strengths conserve flux: for a single site at energy zero with one contact, the reflection amplitude is

$$r=1-\frac{i\Gamma}{E+i\Gamma/2}=\frac{E-i\Gamma/2}{E+i\Gamma/2},\qquad |r|=1.$$

For the film, let $G$ be the amplitude on the first site due to a unit source on the last. The transmission is then $T=\Gamma^2|G|^2$.

At $E=0$, with $v$ now denoting the bond at each end of the film, the equations at the two ends are

$$\frac{i\Gamma}{2}a_1-vb_1=0,\qquad \frac{i\Gamma}{2}b_N-va_N=1.$$

The interior equations give $a_N=(-v/w)^{N-1}a_1$ and $b_N=(-w/v)^{N-1}b_1$. Substitute these and $b_1=i\Gamma a_1/(2v)$ into the last end equation:

$$-(-1)^{N-1}a_1\left[\frac{\Gamma^2}{4v}\left(\frac wv\right)^{N-1}+v\left(\frac vw\right)^{N-1}\right]=1.$$

Define $x=(\Gamma/2)w^{N-1}/v^N$. The bracket is $(\Gamma/2)(x+1/x)$, so

$$|G|=|a_1|=\frac2\Gamma\frac{x}{1+x^2},\qquad
T=\frac{4x^2}{(1+x^2)^2}.$$

If the end bonds are the strong ones, $x$ is small for a thick film and $T\approx4x^2$. If they are the weak ones, $x$ is large and $T\approx4/x^2$. In either thick-film limit, an extra cell multiplies $T$ by $e^{-2\kappa a}$.

This settles an apparent paradox. Without contacts, $\Gamma\to0$, $|G|$ becomes $w^{N-1}/v^N$, which grows with $N$ when the end bonds are weak. That growth reflects states bound near the ends, close to $E=0$. For any fixed nonzero $\Gamma$, their broadening eventually dominates and the transmission falls.

With $\Gamma=6$ eV and strong end bonds, $x=(\Gamma/2w)(w/v)^N$, where $w$ is the weaker hopping. Hence $T\approx(\Gamma/w)^2e^{-2\kappa L}$. The prefactor is $(6/3)^2=4$ for A and $(6/12)^2=0.25$ for B, giving $T=2.4\times10^{-7}$ and $1.2\times10^{-3}$. Their ratio is $4.9\times10^3$, sixteen times smaller than that of the exponentials.

With weak end bonds, $T=9.5\times10^{-7}$ for A but 0.38 for B. Here B has $x=(3/12)(5/4)^{11}=2.9$, so it has not reached the thick-film regime: the approximation $4/x^2$ would give 0.47, about a quarter too high. The ratio is $4.0\times10^5$. At this $\Gamma$ the contacts thus move the ratio down by 16 or up by 5, a span of about 80 between the two terminations, without changing the asymptotic decay constant.

**Other corrections for these numbers**

A real film also has motion parallel to its surface. As an isotropic estimate, replace $\kappa^2$ by $\kappa^2+k_\parallel^2$. With $s=\sqrt{\kappa^2+k_\parallel^2}$ and $k_\parallel dk_\parallel=s\,ds$, the sum of the exponentials per unit area and spin is

$$\frac1{2\pi}\int_\kappa^\infty s\,e^{-2Ls}\,ds
=\frac{e^{-2\kappa L}}{2\pi}\left(\frac{\kappa}{2L}+\frac1{4L^2}\right).$$

The factor multiplying $e^{-2\kappa L}$ is $0.078\ \text{nm}^{-2}$ for A and $0.028\ \text{nm}^{-2}$ for B. This reduces the midgap contrast by 2.8, to about $2.9\times10^4$. The sum assumes that the contact supplies states out to $k_\parallel$ of about $2\ \text{nm}^{-1}$ or more. A contact limited to $k_\parallel<0.5\ \text{nm}^{-1}$ would reduce the contrast by only 1.3.

A 1 V drop across the film corresponds to 3.3 MV/cm. With the potential placed symmetrically about midgap and strong end bonds, it raises the transmission at that one energy by 6 to 7% for A and about 1.5% for B, the exact figure depending on where the end sites sit in the potential drop. This is not the full current at 1 V, which requires an integral over energy.

The remaining estimates are for injection 1.5 eV below the conduction edge. Thermal averaging of the exponential at 358 K, with the small-signal Fermi weight, raises it by 2% for A and 0.3% for B. The Boltzmann factor for passing over the barrier is about $8\times10^{-22}$, negligible beside either tunnelling exponential.

The image force matters more. For an electron midway between two metal plates, the images lie at distances $nL$ on both sides with alternating signs. The energy, with its factor $1/2$ for induced charge, is

$$U=\frac12\,\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}\,2\sum_{n=1}^{\infty}\frac{(-1)^n}{nL}
=-\frac{e^2\ln2}{4\pi\varepsilon_0\varepsilon_rL}.$$

With a rough optical permittivity $\varepsilon_r=4$, the lowering is 0.083 eV. Treated as a uniform downward shift of both bands, which keeps the gap fixed and brings the conduction edge closer to the electron's energy, it raises the exponential by factors of 1.31 for A and 1.09 for B. These factors are low estimates, for two reasons. The image force also lowers the energy of an added hole, so it raises the valence edge and narrows the gap; and it is weakest at the midpoint used here. Integrating $\kappa$ across the film with the full classical image potential and a narrowing gap gives factors of roughly 7 for A and 2 for B, but much of this comes from within about an atomic spacing of the plates, where the classical potential is itself unreliable. Leaving out the image shift in the 0.25 nm next to each plate reduces the factors to about 2.1 and 1.3.

**Beside a real gate oxide**

Hafnium dioxide has a gap of very roughly 6 eV, and its electron tunnelling mass is very roughly 0.1 to 0.2 $m_e$. At 1.5 eV below the conduction edge, the parabolic formula $\kappa=\sqrt{2m_{\rm t}\varepsilon}/\hbar$ assigns tunnelling masses of $0.15\,m_e$ to chain A and $0.015\,m_e$ to chain B. Chain A lies in the oxide's range; chain B is far too light for a typical gate oxide and serves as a contrast. The 1.5 eV offset roughly represents electron injection from silicon. Neither chain is a calculation of hafnium dioxide, whose conduction and valence bands are not mirror images. Real stacks usually include an interfacial layer, and the 3.3 MV/cm field is not far below rough breakdown fields of several MV/cm. Real films also break the assumption of a defect-free insulator. Leakage through defects can exceed direct tunnelling, by an amount that depends on their density and energies and that this model cannot supply. The corrections sized above range from 0.3% to a factor of about 80, the largest coming from the contacts. That factor belongs to $\Gamma=6$ eV at midgap. With $\Gamma=0.5$ eV and weak end bonds, the midgap transmission of A exceeds its exponential by about 2300, while 1.5 eV below the conduction edge with $\Gamma=6$ eV the largest factor is about 9.

When comparing insulators for direct tunnelling, use $\kappa$ at the injection energy as well as the thickness. At fixed capacitance per area, $\varepsilon_0\varepsilon_{\rm s}/L$, where $\varepsilon_{\rm s}$ is the static relative permittivity, the allowed thickness is proportional to $\varepsilon_{\rm s}$. The exponent $2\kappa L$ then scales as $\kappa\varepsilon_{\rm s}$. For a single uniform layer in which direct tunnelling dominates, that product is a more useful first comparison than the gap alone.

## Computed results

```
cell length 0.25 nm; film 3.00 nm; cells 12
contact broadening 6.0 eV; energy unit 3.0 eV
A: hoppings 3.0, 6.0 eV; gap 6.000 eV
A: midgap kappa*a 0.6931 (no unit)
A: midgap kappa 2.7726 1/nm
A: band-edge mass 0.20320 m_e
A: midgap parabolic mass 0.09763 m_e
A: two-band kappa estimate 2.8284 1/nm
A: parabolic kappa estimate 4.0000 1/nm
A: midgap exp(-2 kappa L) 5.960e-08
A: doubled hoppings: gap 12.000 eV
A: doubled hoppings: kappa 2.7726 1/nm
A: full T, strong end bonds 2.384e-07
A: full T, weak end bonds 9.537e-07
A: T factor from bias, strong ends 1.071
A: transverse mode density 0.0780 1/nm^2
A: kappa below band edge 2.4127 1/nm
A: exp(-2 kappa L) there 5.164e-07
A: thermal factor there 1.0203
A: image-force factor there 1.310
B: hoppings 12.0, 15.0 eV; gap 6.000 eV
B: midgap kappa*a 0.2231 (no unit)
B: midgap kappa 0.8926 1/nm
B: band-edge mass 0.02032 m_e
B: midgap parabolic mass 0.01012 m_e
B: two-band kappa estimate 0.8944 1/nm
B: parabolic kappa estimate 1.2649 1/nm
B: midgap exp(-2 kappa L) 4.722e-03
B: doubled hoppings: gap 12.000 eV
B: doubled hoppings: kappa 0.8926 1/nm
B: full T, strong end bonds 1.180e-03
B: full T, weak end bonds 3.778e-01
B: T factor from bias, strong ends 1.015
B: transverse mode density 0.0281 1/nm^2
B: kappa below band edge 0.7734 1/nm
B: exp(-2 kappa L) there 9.654e-03
B: thermal factor there 1.0031
B: image-force factor there 1.093
kappa ratio A/B, midgap 3.1063
mass ratio A/B 10.000
exponential ratio B/A, midgap 7.923e+04
full T ratio B/A, strong ends 4.949e+03
full T ratio B/A, weak ends 3.961e+05
mode density ratio A/B 2.775
exponential ratio B/A, offset 1.870e+04
B thickness for A exponent 9.319 nm
energy below conduction edge 1.50 eV
bias 1.00 V; field 3.333 MV/cm
temperature 358 K; kT 0.03085 eV
over-barrier Boltzmann factor 7.649e-22
optical permittivity 4.0; image shift 0.0832 eV
```
